# The smallest grid for exact Fourier interpolation of a third-neighbour chain

## The problem

An infinite chain consists of equal atoms of mass $M$ with spacing $a$. They move along the chain, and harmonic springs $K_1$, $K_2$, $K_3$ join each atom to its first, second and third neighbours on both sides. All three constants are nonzero. In Hartree atomic units take the round model values

$$K_1=0.050,\qquad K_2=0.012,\qquad K_3=0.006\ \ \text{Ha/bohr}^2,$$

with $M=50000$ electron masses and $a=5$ bohr.

Density functional perturbation theory gives the dynamical matrix at one wavevector $q$ at a time. Each wavevector costs a separate calculation, so one computes a coarse grid, transforms to force constants in real space, and uses these to obtain the phonons at every other $q$. Here the spring model supplies the values on the grid, and the true answer between the grid points is known.

The grids are uniform and contain $q=0$. With the phase per cell $\theta=qa$, their points are

$$\theta_j=\frac{2\pi j}{N},\qquad j=0,1,\dots,N-1 .$$

For $N=2,4,6,8$, find the force constants that the grid returns. Which is the smallest grid whose interpolation is exact at every $q$?

## What is being sampled

Let $u_l$ be the displacement of atom $l$. The spring to the neighbour at $+n$ is stretched by $u_n-u_0$ and pulls atom 0 forward with the force $K_n(u_n-u_0)$. The spring to the neighbour at $-n$ is stretched by $u_0-u_{-n}$ and pulls atom 0 backward, which is a force $K_n(u_{-n}-u_0)$. Adding them,

$$F_0=\sum_{n=1}^{3}K_n\big[(u_n-u_0)+(u_{-n}-u_0)\big].$$

Define force constants $C_n$ by $F_0=-\sum_n C_n u_n$. Comparing the coefficients of each displacement gives

$$C_0=2(K_1+K_2+K_3),\qquad C_{\pm n}=-K_n\ \ (n=1,2,3),$$

and $C_n=0$ for $|n|>3$. For the given springs $C_0=2\times0.068=0.136$ Ha/bohr².

For a wave $u_l=e^{il\theta}e^{-i\omega t}$, Newton's law for atom 0 reads $-M\omega^2u_0=F_0$. Dividing by $-u_0$ gives

$$\Phi(\theta)\equiv M\omega^2=\sum_{n=-3}^{3}C_n e^{in\theta}=2\sum_{n=1}^{3}K_n(1-\cos n\theta). \tag{1}$$

The last form follows from $e^{in\theta}+e^{-in\theta}=2\cos n\theta$. The function $\Phi$ is the dynamical matrix, here a single number, multiplied by $M$.

## A tempting solution

The force constants are symmetric, $C_{-n}=C_n$, so the unknowns are $C_0,C_1,C_2,C_3$. That makes four unknowns. A grid of four points gives four values of $\Phi$, and the inverse discrete Fourier transform

$$\tilde C_n=\frac1N\sum_{j=0}^{N-1}\Phi(\theta_j)e^{-in\theta_j} \tag{2}$$

turns them into four numbers $\tilde C_0,\tilde C_1,\tilde C_2,\tilde C_3$. As a check, one puts these numbers back into the sum that inverts (2), $\sum_{n=0}^{3}\tilde C_ne^{in\theta}$, and evaluates it on the grid. All four samples are reproduced. A grid of two points has too few values, so the smallest exact grid would be $N=4$.

## Where it fails

Carry out the transform. The cosines in (1) give

$$\Phi(0)=0,$$

$$\Phi(\pi/2)=2K_1+4K_2+2K_3=0.100+0.048+0.012=0.160,$$

$$\Phi(\pi)=4K_1+4K_3=0.200+0.024=0.224 .$$

The fourth point, $\theta=3\pi/2$, is equivalent to $-\pi/2$. Since $\Phi$ is even, its value is again $0.160$. Equation (2) then gives, in Ha/bohr²,

$$\tilde C_0=\tfrac14(0+0.160+0.224+0.160)=0.136,$$

$$\tilde C_1=\tfrac14(0-0.160\,i-0.224+0.160\,i)=-0.056,$$

$$\tilde C_2=\tfrac14(0-0.160+0.224-0.160)=-0.024,$$

$$\tilde C_3=\tfrac14(0+0.160\,i-0.224-0.160\,i)=-0.056 .$$

If $\tilde C_3$ were $C_3=-K_3$, the third-neighbour spring would be $0.056$ instead of $0.006$ Ha/bohr². The argument contains two separate faults.

The first is the count. Four grid points do not give four independent values, because $\theta$ and $-\theta$ give the same one. The point $\theta=0$ gives $\Phi=0$ for any springs, since a uniform shift stretches none of them; it fixes $C_0$ once the other constants are known, and says nothing about the springs. Two useful numbers remain, $\Phi(\pi/2)$ and $\Phi(\pi)$, for three unknown springs.

The second is the check. To see why it cannot detect the error, we need to know what the numbers $\tilde C_n$ are.

## What the grid returns

Insert (1) into (2), calling the summation index $s$:

$$\tilde C_n=\sum_s C_s\left[\frac1N\sum_{j=0}^{N-1}e^{2\pi i(s-n)j/N}\right].$$

If $s-n$ is a multiple of $N$, every term of the inner sum is 1 and the bracket equals 1. Otherwise put $z=e^{2\pi i(s-n)/N}$. Then $z\ne1$ but $z^N=1$, and the geometric sum is $(1-z^N)/(1-z)=0$. The surviving separations are $s=n+mN$ with integer $m$:

$$\tilde C_n=\sum_{m}C_{n+mN}. \tag{3}$$

This is aliasing: the grid cannot tell apart separations that differ by $N$ cells, and returns their sum. In real space, (3) describes a periodic supercell of $N$ atoms. Displacing one atom there displaces all its periodic images too, and the forces from all of them add.

Now put the folded constants back on the grid. For any integer $m$,

$$e^{i(n+mN)\theta_j}=e^{in\theta_j}e^{2\pi imj}=e^{in\theta_j}.$$

Each $C_{n+mN}$ therefore enters with its correct phase at a grid point, although it has been moved to another separation. Provided each folded constant is counted once in total, the samples are reproduced for every $N$, however small. Agreement on the grid is then a property of the transform and carries no information about the values between the points.

## The folded constants

Equation (3) now gives each case. Indices that differ by $N$ denote the same folded constant.

**$N=2$.** Even separations fall on 0 and odd ones on 1:

$$\tilde C_0=C_0+C_2+C_{-2}=2(K_1+K_2+K_3)-2K_2=2(K_1+K_3),$$

$$\tilde C_1=C_1+C_{-1}+C_3+C_{-3}=-2(K_1+K_3).$$

The spring $K_2$ has disappeared. In a two-atom supercell it joins an atom to its own image, which moves with it, so it is never stretched.

**$N=4$.** The separation $-3$ falls on $1$, and $3$ falls on $-1$:

$$\tilde C_0=C_0,\qquad \tilde C_{\pm1}=-(K_1+K_3),\qquad \tilde C_2=C_2+C_{-2}=-2K_2 .$$

This explains the false reading above: $\tilde C_3$ is the same number as $\tilde C_{-1}$, and it contains $K_1+K_3=0.056$.

**$N=6$.** The only two separations within range that coincide are $3$ and $-3$:

$$\tilde C_0=C_0,\quad \tilde C_{\pm1}=-K_1,\quad \tilde C_{\pm2}=-K_2,\quad \tilde C_3=C_3+C_{-3}=-2K_3 .$$

**$N=8$.** No two separations from $-3$ to $3$ differ by 8. The original constants return unchanged, and $\tilde C_4=0$.

In Ha/bohr² the values are:

| $N$ | $\tilde C_0$ | $\tilde C_1$ | $\tilde C_2$ | $\tilde C_3$ | $\tilde C_4$ |
|---|---|---|---|---|---|
| 2 | 0.112 | −0.112 | | | |
| 4 | 0.136 | −0.056 | −0.024 | | |
| 6 | 0.136 | −0.050 | −0.012 | −0.012 | |
| 8 | 0.136 | −0.050 | −0.012 | −0.006 | 0 |

## From folded constants to a curve

Between grid points the phases $e^{in\theta}$ and $e^{i(n+N)\theta}$ differ, so a separation must be chosen for each folded constant. Forces weaken with distance in the systems for which the method is intended, so the natural choice is the nearest image, the one with the smallest $|n|$. For even $N$ there is a tie: $N/2$ and $-N/2$ are equally near. The symmetry $C_n=C_{-n}$ settles it by giving half of $\tilde C_{N/2}$ to each:

$$\tfrac12\tilde C_{N/2}\big(e^{iN\theta/2}+e^{-iN\theta/2}\big)=\tilde C_{N/2}\cos(N\theta/2).$$

With this rule the four interpolated functions are

$$\Phi_2=2(K_1+K_3)(1-\cos\theta),$$

$$\Phi_4=C_0-2(K_1+K_3)\cos\theta-2K_2\cos2\theta,$$

$$\Phi_6=\Phi_8=C_0-2K_1\cos\theta-2K_2\cos2\theta-2K_3\cos3\theta=\Phi .$$

For $N=6$ the last term comes from $\tilde C_3\cos3\theta=-2K_3\cos3\theta$. The folded constant is twice $C_3$, and the equal division undoes the doubling. There is aliasing in this grid, but it adds two numbers known to be equal, so nothing is lost.

For the two small grids, subtract (1). With $N=4$ the terms in $C_0$, $K_1$ and $K_2$ cancel:

$$\Phi_4-\Phi=2K_3(\cos3\theta-\cos\theta).$$

Since $\cos3\theta=4\cos^3\theta-3\cos\theta$, the bracket equals $4\cos\theta(\cos^2\theta-1)=-4\sin^2\theta\cos\theta$, and

$$\Phi_4-\Phi=-8K_3\sin^2\theta\cos\theta. \tag{4}$$

With $N=2$ the term in $K_2$ is missing as well. Using $1-\cos2\theta=2\sin^2\theta$,

$$\Phi_2-\Phi=2K_3(\cos3\theta-\cos\theta)-2K_2(1-\cos2\theta)$$

$$\phantom{\Phi_2-\Phi}=-4\sin^2\theta\,(K_2+2K_3\cos\theta). \tag{5}$$

Error (4) vanishes at $0,\pm\pi/2,\pi$, which are the four grid points, and (5) vanishes at $0$ and $\pi$, as it must.

## Why no smaller grid will do

Among the four grids asked about, $N=6$ is the smallest that is exact. The intermediate sizes can be settled too. With nearest images, the interpolated function contains no harmonic above $\cos(n\theta)$ with $n=\lfloor N/2\rfloor$, the integer part of $N/2$. For $N\le5$ this is at most 2, whereas the true function contains $-2K_3\cos3\theta$. The interpolation is therefore wrong whenever $K_3\ne0$.

Could a cleverer rule rescue a smaller grid? Without further knowledge of the springs it could not. By the count made earlier, a grid of $N$ points provides $\lfloor N/2\rfloor$ useful values, and three unknown springs need at least three. For $N=4$ the ambiguity can be displayed. The chain with springs $(K_1+K_3,\,K_2,\,0)$ has exactly the function $\Phi_4$ as its true dispersion, and it gives the same four samples as our chain. No rule that sees only the samples can return the right curve for both. Knowing that $K_3\ne0$ does not help: the samples contain $K_1$ and $K_3$ only through their sum, so the springs $(0.053,\,0.012,\,0.003)$ also give the same four values. For $N=5$ only $K_1$ and $K_2+K_3$ are fixed.

With six points the useful samples are

$$\Phi(\pi/3)=K_1+3K_2+4K_3=0.110,$$

$$\Phi(2\pi/3)=3K_1+3K_2=0.186,\qquad \Phi(\pi)=4K_1+4K_3=0.224 .$$

The first two occur twice on the grid. At $n=3$ the phases $e^{-3i\theta_j}$ alternate between $1$ and $-1$, so (2) gives

$$\tilde C_3=\tfrac16\big[0-2(0.110)+2(0.186)-0.224\big]=-0.012\ \text{Ha/bohr}^2,$$

and $K_3=-\tilde C_3/2=0.006$ Ha/bohr², the spring we started from.

A different count leads to a different wrong answer. The separations $-3,\dots,3$ are seven in number, which suggests $N\ge7$ and hence $N=8$ from the list. Seven points are indeed needed if no two separations are to coincide. Exact interpolation asks for less, because $C_3=C_{-3}$ is known beforehand.

The argument extends to springs that reach $R$ neighbours with $K_R\ne0$. For $N<2R$ the harmonic $\cos R\theta$ is missing. For $N=2R$ only $R$ and $-R$ coincide, and the equal division is correct. For $N>2R$ nothing coincides. The smallest exact grid thus has $2R$ points for this chain. The rule rests on $C_R=C_{-R}$. In a crystal the force constants are matrices, and the block joining an atom to its own periodic image obeys only $C(-R)=C(R)^T$. Where no symmetry such as inversion makes that block symmetric, the equal division keeps its symmetric part and loses the rest, and $2R+1$ points are needed.

## How large the errors are

Take $\theta=\pi/6$, which lies on none of the four grids. There $\cos\theta=0.866$, $\cos2\theta=0.5$ and $\cos3\theta=0$, so

$$\Phi=0.100(0.134)+0.024(0.5)+0.012(1)=0.0374\ \text{Ha/bohr}^2 .$$

The frequency is $\omega=\sqrt{0.0374/50000}=8.65\times10^{-4}$ Ha, or $189.8\ \text{cm}^{-1}$. With $\sin^2\theta=0.25$, the errors (4) and (5) are

$$\Phi_4-\Phi=-8(0.006)(0.25)(0.866)=-0.0104,$$

$$\Phi_2-\Phi=-4(0.25)\big[0.012+0.012(0.866)\big]=-0.0224 .$$

Hence $\Phi_4=0.0270$ and $\Phi_2=0.0150$ Ha/bohr². The corresponding frequencies are $161.3$ and $120.2\ \text{cm}^{-1}$, which are 15% and 37% below the true value. The grids with $N=6$ and $N=8$ both give $189.8\ \text{cm}^{-1}$.

The largest error for $N=4$ follows from (4). With $c=|\cos\theta|$ we maximize $(1-c^2)c$. Its derivative $1-3c^2$ vanishes at $c=1/\sqrt3$, where the product is $2/(3\sqrt3)$. The largest size of the error is therefore

$$\frac{16K_3}{3\sqrt3}=0.0185\ \text{Ha/bohr}^2,$$

reached near $\theta=0.96$ and, with the opposite sign, near $\pi-0.96$.

A larger grid need not reduce this number at each step. For $N=5$ the separation $-3$ falls on $2$, so $K_3$ is added to $K_2$ and the error is $2K_3(\cos3\theta-\cos2\theta)$. At $\theta=\pi$ its size is $4K_3=0.024$ Ha/bohr², more than for $N=4$. The point $\theta=\pi$ is on the four-point grid but not on the five-point one. This comparison concerns $\Phi$; in frequency the largest error does fall, from $32.7\ \text{cm}^{-1}$ for $N=4$ to $25.6\ \text{cm}^{-1}$ for $N=5$.

Long waves are affected as well. For small $\theta$, $1-\cos n\theta\approx n^2\theta^2/2$, so (1) becomes $\Phi\approx\theta^2\sum_n n^2K_n$. With $\theta=qa$, the sound speed $v=\omega/q$ is

$$v=a\sqrt{\frac{\sum_n n^2K_n}{M}} .$$

The true sum is $K_1+4K_2+9K_3=0.152$ Ha/bohr². The four-point grid treats $K_3$ as part of the first-neighbour spring, so its weight drops from 9 to 1, and the sum is $K_1+K_3+4K_2=0.104$. The two-point grid has $K_1+K_3=0.056$. The sound speeds are then

$$\sqrt{0.104/0.152}=0.827\quad\text{and}\quad\sqrt{0.056/0.152}=0.607$$

times the true one, which is $0.00872$ atomic units. The frequency at $q=0$ is correct on all these grids, but the slope there depends on $\sum_n n^2K_n$, which changes when a spring is moved to another separation.

## Placing the constants correctly

The exactness of $N=6$ depends on the equal division of $\tilde C_3$. Suppose all of it is placed at separation $+3$. The error is then

$$-2K_3\big(e^{3i\theta}-\cos3\theta\big)=-2iK_3\sin3\theta ,$$

which is $-0.012\,i$ Ha/bohr² at $\theta=\pi/6$. The function $M\omega^2$ has become complex, although its real part is still right in this one-atom chain. On the grid $\sin3\theta_j=\sin(\pi j)=0$, so the samples do not reveal the fault.

Suppose instead that the full $\tilde C_3$ is placed at both $+3$ and $-3$. The third-neighbour term is then counted twice, with an error $-2K_3\cos3\theta$. At $\theta=0$ this gives $\Phi=-0.012$ Ha/bohr² instead of zero. A negative $\omega^2$ means an imaginary frequency, here of size $107.5\ \text{cm}^{-1}$, and the chain appears unstable against a uniform shift, which in truth costs no energy. This fault does show at a grid point.

A larger grid does not remove the need for care. If the eight constants of $N=8$ are left at separations $0,1,\dots,7$, as the transform numbers them, then $C_{-1}$ sits at $7$, $C_{-2}$ at $6$ and $C_{-3}$ at $5$. At $\theta=\pi/6$ the result is $0.147-0.019\,i$ Ha/bohr², against the true $0.0374$. The samples are still reproduced.

## When the range is not known

The answer $N=6$ rests on knowing that the forces stop at third neighbours. The six-point grid cannot confirm this. A fourth-neighbour spring $K_4$ would put $C_4=-K_4$ on separation $-2$, and the grid would report $K_2+K_4$ as the second-neighbour spring.

The eight-point grid offers a partial check, since such a spring would give $\tilde C_4=-2K_4$. The value found is zero, as it should be for this chain. In an unknown system a zero there would not exclude longer springs: $C_5$, for example, would fall on $-3$.

When force constants decay without a cutoff, (3) shows what remains. Each folded constant contains the tail $\sum_{m\ne0}C_{n+mN}$, and the grid must be enlarged at least until the interpolated frequencies stop changing at points away from the grids. Such agreement is not a proof of convergence: if a twelfth-neighbour spring were added to our chain, by (3) it would fold onto separation 0 for $N=6$ and $N=12$ alike, so these two grids would agree with each other at every $q$ and both miss it. If the force constants fall off as a power of distance, this tail shrinks only as a power of $N$, and the curve converges more slowly than the constants. For springs $K_n\propto n^{-p}$ of one sign the tail of $\tilde C_1$ falls as $N^{-p}$ and the largest error of $\Phi$ as $N^{-(p-1)}$. The sum $\sum_n n^2K_n$ that sets the slope converges as $1/N$ for $p=4$ and keeps growing with $N$ for $p=3$. The dipole–dipole forces of polar crystals fall as the inverse cube of distance, and in practice they are subtracted before the transform and added back analytically.

The folding rule, the error formulas (4) and (5) and the smallest grids for $R=1$ to $5$ are tested in the numerical check, which includes the diagonalization of a ring of 48 atoms.

## Calculated quantities

```
Springs K1, K2, K3 (Ha/bohr^2): 0.05 0.012 0.006
Mass (electron masses): 50000; spacing (bohr): 5.0
True C_0 (Ha/bohr^2): 0.136000
Folded constants for n = 0 ... N/2 (Ha/bohr^2):
  N=2: 0.112000 -0.112000
  N=4: 0.136000 -0.056000 -0.024000
  N=6: 0.136000 -0.050000 -0.012000 -0.012000
  N=8: 0.136000 -0.050000 -0.012000 -0.006000 0.000000
K3 recovered from N=6 as -Cfold_3/2 (Ha/bohr^2): 0.006000
Test phase theta = pi/6 (rad): 0.523599
True Phi there (Ha/bohr^2): 0.037397
True omega there: 8.648406e-04 Ha = 189.81 cm^-1
Interpolated at theta = pi/6: Phi (Ha/bohr^2), omega (Ha), (cm^-1):
  N=2: 0.015005  5.478167e-04  120.23
  N=4: 0.027005  7.349171e-04  161.30
  N=6: 0.037397  8.648406e-04  189.81
  N=8: 0.037397  8.648406e-04  189.81
Largest |error| over the zone: Phi (Ha/bohr^2), omega (cm^-1):
  N=2: 0.056889  93.58
  N=3: 0.049253  82.29
  N=4: 0.018475  32.67
  N=5: 0.024000  25.59
  N=6: 0.000000  0.00
  N=7: 0.000000  0.00
  N=8: 0.000000  0.00
First phase of largest Phi error, N=4 (rad): 0.956
Independent spring combinations fixed by the samples (number):
  N=2: 1, N=3: 1, N=4: 2, N=5: 2, N=6: 3, N=7: 3, N=8: 3
Smallest exact grid for spring range R (number of points):
  R=1: 2, R=2: 4, R=3: 6, R=4: 8, R=5: 10
Sound speed (atomic units of velocity):
  N=2: 0.005292, ratio to true 0.6070
  N=4: 0.007211, ratio to true 0.8272
  N=6: 0.008718, ratio to true 1.0000
  N=8: 0.008718, ratio to true 1.0000
Wrong image choices (Phi in Ha/bohr^2):
  N=6, all of Cfold_3 at +3, theta=pi/6: real 0.037397, imaginary -0.012000
  N=6, full Cfold_3 at both +3 and -3, theta=0: -0.012000
  false imaginary frequency at theta=0, size (cm^-1): 107.52
  N=8, separations 0..7 kept, theta=pi/6: real 0.147196, imaginary -0.019392
```
